# Closed heat vortices from the viscous term in phonon heat flow

## The missing loop

A heat model built on Fourier's law with a uniform conductivity cannot produce a closed loop of heat current, however the contacts are placed or the mesh is refined. If phonons do form such a loop, the temperature gradient there can point the wrong way, and a Fourier analysis of the temperature map would have to invent heat sources on the boundary to explain it. The reason is that Fourier heat always runs towards lower temperature, so it can never return to its starting point. With a uniform conductivity the flux also has no curl. The viscous term of the Guyer–Krumhansl equation removes both restrictions. It permits closed loops but does not force them: the boundaries must supply vorticity, and the geometry must let it turn the flow back. A reversed gradient and apparent boundary sources do not by themselves prove a loop: in the strip treated below both also appear near the contact edges when the viscous flow has no vortex.

The solid is at rest, uniform and isotropic, in a steady state without bulk heat sources. Deviations from equilibrium are small, and the temperature \(T\) is single-valued.

## Where the viscous term comes from

Let all phonons have speed \(v\). Let \(e(\mathbf r,\mathbf n)\) be the excess energy density carried in direction \(\mathbf n\), normalized so that its angular average \(\langle e\rangle=u\) is the total excess. The heat flux is \(\mathbf q=v\langle\mathbf n e\rangle\). Resistive collisions, at rate \(1/\tau_R\), drive \(e\) towards \(u\). Normal collisions, at rate \(1/\tau_N\), conserve momentum as well as energy. The momentum density is \(\mathbf q/v^2\), so they drive \(e\) towards \(u+3\mathbf n\cdot\mathbf q/v\), which carries the same flux because \(\langle n_in_j\rangle=\delta_{ij}/3\). With rates independent of frequency,

\[
v\,\mathbf n\cdot\nabla e=-\frac{e-u-3\mathbf n\cdot\mathbf q/v}{\tau_N}-\frac{e-u}{\tau_R}. \tag{1}
\]

The angular average of (1) is \(\nabla\cdot\mathbf q=0\). Multiplying (1) by \(vn_i\) and averaging removes the normal term:

\[
v^2\partial_j\langle n_in_je\rangle=-q_i/\tau_R. \tag{2}
\]

To close (2), write \(e=u+3\mathbf n\cdot\mathbf q/v+e_2\), with \(e_2\) the second angular harmonic, and drop higher harmonics. This requires the mean free path to be short compared with the distance over which \(\mathbf q\) varies. Both collision types relax \(e_2\), at the total rate \(1/\tau=1/\tau_N+1/\tau_R\). The second-harmonic part of (1) is

\[
e_2=-3\tau\left(n_jn_l-\tfrac13\delta_{jl}\right)\partial_jq_l. \tag{3}
\]

Using \(\langle n_in_jn_ln_m\rangle=(\delta_{ij}\delta_{lm}+\delta_{il}\delta_{jm}+\delta_{im}\delta_{jl})/15\),

\[
\langle n_in_je\rangle=\frac{u}{3}\delta_{ij}-\frac{\tau}{5}\left(\partial_iq_j+\partial_jq_i-\tfrac23\delta_{ij}\nabla\cdot\mathbf q\right). \tag{4}
\]

The coefficient of \(\delta_{ij}\nabla\cdot\mathbf q\) is \(-3\tau(1/15-1/9)=2\tau/15\), as written. Insert (4) in (2), set \(\nabla u=C\nabla T\) with \(C\) the heat capacity per volume, and define \(\Lambda=v\tau\), \(\Lambda_R=v\tau_R\), \(\Lambda_N=v\tau_N\):

\[
\mathbf q=-\kappa\nabla T+\ell^2\left[\nabla^2\mathbf q+c\,\nabla(\nabla\cdot\mathbf q)\right],\quad
\kappa=\frac{Cv\Lambda_R}{3},\quad \ell^2=\frac{\Lambda\Lambda_R}{5}. \tag{5}
\]

Here \(c=1/3\), from \(1-2/3\). Its value does not matter below, since the term is a gradient and vanishes for \(\nabla\cdot\mathbf q=0\).

## The two curls

For Fourier's law, \(\ell=0\),

\[
\nabla\times\mathbf q=-\nabla\times(\kappa\nabla T)=-\nabla\kappa\times\nabla T. \tag{6}
\]

This vanishes if \(\kappa\) is uniform, and also if \(\kappa\) depends on \(T\) alone, because then \(\nabla\kappa\parallel\nabla T\). A conductivity that varies from place to place can give a curl, but a curl alone does not make a closed loop.

A closed streamline is excluded without any reference to boundaries. Along it \(\mathbf q\cdot d\mathbf l=|\mathbf q|\,dl>0\), so its circulation is positive. Yet \(\oint\mathbf q\cdot d\mathbf l=-\kappa\oint dT=0\). If \(\kappa\) varies with temperature or position, divide by it first: \(\oint\mathbf q\cdot d\mathbf l/\kappa=-\oint dT=0\), while the left side would again be positive. Fourier's law therefore forbids closed loops for every positive \(\kappa\), even where its flux has a curl.

Now take the curl of (5) with uniform \(\kappa\) and \(\ell\). Both gradients drop out, and curl and Laplacian commute. With \(\boldsymbol\omega=\nabla\times\mathbf q\),

\[
\nabla^2\boldsymbol\omega=\boldsymbol\omega/\ell^2. \tag{7}
\]

This is the screened Helmholtz equation. Since \(\nabla^2\mathbf q=\nabla(\nabla\cdot\mathbf q)-\nabla\times\boldsymbol\omega\) and \(\nabla\cdot\mathbf q=0\), the flux splits into

\[
\mathbf q=-\kappa\nabla T+\mathbf V,\qquad \mathbf V=-\ell^2\nabla\times\boldsymbol\omega. \tag{8}
\]

The divergence of (8) gives \(\nabla^2T=0\), and (7) gives \(\nabla^2\mathbf V=\mathbf V/\ell^2\). On a closed streamline the thermal part still integrates to zero, so the circulation comes entirely from \(\mathbf V\).

In two dimensions \(\omega\) is a scalar. At an interior positive maximum \(\nabla^2\omega\le0\), while (7) demands \(\nabla^2\omega=\omega/\ell^2>0\). The same argument with signs reversed excludes a negative minimum. Hence \(|\omega|\) is largest on the boundary, and if \(\omega=0\) there, it vanishes throughout and (8) returns Fourier's law. Near a flat wall a pattern \(\sin kx\) decays inward as \(e^{-pd}\) at distance \(d\), with

\[
p=\sqrt{k^2+1/\ell^2}. \tag{9}
\]

Vorticity is therefore made at walls and contacts and reaches inward no further than about \(\ell\).

## A strip with facing contacts

Let the solid fill \(|y|\le a\), with width \(W=2a\), uniform in the third direction. Heat \(P\) per unit depth enters at \(y=-a\) and leaves at \(y=a\), with the same profile \(q_y(x,\pm a)=Pg(x)\). Here \(g\) is even, non-negative, zero for \(|x|>b\), and has unit integral. The walls allow no tangential flux: \(q_x(x,\pm a)=0\).

With \(\hat g(k)=\int g(x)\cos kx\,dx\), write

\[
q_y=\frac P\pi\int_0^\infty\hat g(k)\cos(kx)\,f_k(y)\,dk,\qquad
q_x=-\frac P\pi\int_0^\infty\hat g(k)\frac{\sin kx}{k}f_k'(y)\,dk. \tag{10}
\]

The second form follows from \(\partial_xq_x=-\partial_yq_y\). The data are unchanged when \(y\) is reflected and all fluxes are reversed, so \(f_k\) is even. The thermal part of (8) is harmonic and supplies \(\cosh ky\); the viscous part supplies \(\cosh py\):

\[
f_k=\alpha\frac{\cosh ky}{\cosh ka}+\beta\frac{\cosh py}{\cosh pa}. \tag{11}
\]

The wall conditions \(f_k(a)=1\) and \(f_k'(a)=0\) read \(\alpha+\beta=1\) and \(\alpha t_k+\beta t_p=0\), where \(t_k=k\tanh ka\) and \(t_p=p\tanh pa\). Their solution is

\[
\alpha=\frac{t_p}{t_p-t_k},\qquad \beta=-\frac{t_k}{t_p-t_k}. \tag{12}
\]

The denominator is positive because \(p>k\) and \(k\tanh ka\) increases with \(k\).

As \(\ell\to0\) at fixed \(k\), \(p\to\infty\), so \(\alpha\to1\) and \(\beta\to0\): the Fourier solution remains, apart from a wall layer of thickness \(\ell\). Fourier's law itself can satisfy only the condition on \(q_y\), and gives \(f_k=\cosh ky/\cosh ka\). Its midline flux follows from the poles of \(1/\cosh ka\) at \(k=i(2n+1)\pi/W\). For \(x>0\),

\[
\frac1\pi\int_0^\infty\frac{\cos kx}{\cosh ka}dk=\frac1a\sum_{n=0}^\infty(-1)^ne^{-(2n+1)\pi x/W}=\frac1W\operatorname{sech}\frac{\pi x}{W}. \tag{13}
\]

The actual flux is the convolution of \(Pg\) with this positive kernel, so under Fourier's law heat crosses the midline forwards at every \(x\).

## When a loop must close

Define a stream function by \(q_y=\partial_x\psi\) and \(q_x=-\partial_y\psi\), with \(\psi=0\) on the symmetry line \(x=0\). Streamlines are its level curves. On the midline

\[
\psi(x,0)=\int_0^xq_y(x',0)\,dx', \tag{14}
\]

which is the heat crossing between \(0\) and \(x\). Along either wall \(\psi\) rises under the contact from \(0\) to \(P/2\) and then stays at \(P/2\). It also tends to \(P/2\) as \(x\to\infty\), where the flux dies out.

Suppose \(\psi(x,0)>P/2\) somewhere. The region where \(\psi\) exceeds a level \(c\), with \(P/2<c<\psi_{\max}\), touches neither the walls, nor the line \(x=0\), nor infinity. Its edge, where \(\nabla\psi\ne0\), consists of closed streamlines. The excess \(\psi_{\max}-P/2\) is the heat current going round the vortex. A mirror-image vortex lies at \(x<0\).

The far field shows when such an excess occurs. For \(x>b\) the integral (10) can be closed in the upper half-plane. The functions \(t_p\) and \(\cosh pa\) are even in \(p\), so the square root in (9) causes no branch cut. Each pole \(k=is\) gives a term \(e^{-sx}\). Since \(t_k\) becomes \(-s\tan sa\), the poles satisfy

\[
F(s)=p\tanh pa+s\tan sa=0,\qquad p^2=\ell^{-2}-s^2. \tag{15}
\]

For small \(\ell\), \(p\) is large and the lowest root lies just above \(s=\pi/W\), close to the Fourier decay in (13). For real \(s\) there is no root with \(0<sa<\pi/2\). Just above \(sa=\pi/2\), \(F\) starts from \(-\infty\); for \(W/\ell<2\sqrt2\,\pi\approx8.9\) it then rises to a maximum and falls back to \(-\infty\) where \(p^2a^2=-\pi^2/4\), which comes before the next pole of \(\tan sa\). It crosses zero twice if the maximum is positive. As \(\ell\) grows the maximum sinks, and the two roots merge and become a complex pair \(s_r\pm is_i\). If this pair decays most slowly, the distant flux behaves as

\[
q_y(x,0)\propto e^{-s_rx}\cos(s_ix+\varphi). \tag{16}
\]

It then changes sign repeatedly, \(\psi\) oscillates about \(P/2\), and a chain of vortices with alternating rotation follows. At the merger \(s_i=0\), so the spacing \(\pi/s_i\) grows without limit as the threshold is approached from the vortex side.

Solving for the \(\ell\) at which the maximum of \(F\) is zero gives

\[
(W/\ell)_c=6.09. \tag{17}
\]

Because (17) rests on the far field, the full midline flux was evaluated on both sides of it, with the contact width \(2b\) held at \(W/2\). At 0.9 of the critical ratio the flux first reverses at \(x=1.93\,W\), and the circulating current is only about \(4.5\times10^{-6}P\): near the threshold the vortex is distant and extremely weak. At 1.1 times the critical ratio it stayed positive at all sampled points up to \(x=3W\). This supports (17) for this contact; it does not prove that every contact profile has the same threshold for its first vortex.

The opposite limit, \(\ell\to\infty\), confirms the vortex side. Then \(p\to k\), and

\[
t_p-t_k\simeq(p-k)\frac{d}{dk}(k\tanh ka)=(p-k)\frac{\sinh2ka+2ka}{2\cosh^2ka}. \tag{18}
\]

With \(k=is\) the poles need \(\sin2sa=-2sa\). This has no real solution except \(s=0\), since \(|\sin z|<|z|\) for real \(z\ne0\). Every decaying term then oscillates.

## A one-micrometre strip at 10 K

Take \(W=1\) µm, \(2b=0.5\) µm and \(P=0.5\) W/m, with \(g=\cos^4(\pi x/2b)/(0.75b)\) under the contacts. The phonon parameters are round numbers in the rough regime of cold SrTiO\(_3\): \(v=5\) km/s, \(\Lambda_N=0.1\) µm and \(\Lambda_R=5\) µm. For three Debye branches of equal speed the thermal energy density is \(\pi^2(k_BT)^4/[10(\hbar v)^3]\), and its temperature derivative is

\[
C=\frac{2\pi^2}{5}k_B\left(\frac{k_BT}{\hbar v}\right)^3=978\ \mathrm{J\,m^{-3}K^{-1}}. \tag{19}
\]

From (5),

\[
\kappa=\frac{978\times5000\times5\times10^{-6}}{3}=8.15\ \mathrm{W\,m^{-1}K^{-1}}. \tag{20}
\]

The combined path is \(\Lambda=1/(1/0.1+1/5)=0.0980\) µm, so \(\ell=\sqrt{0.0980\times5/5}=0.313\) µm. The ratio \(W/\ell=3.19\) lies below (17); at this \(\ell\) the critical width is \(6.09\times0.313=1.91\) µm.

The midline flux reverses at \(x_0=0.84\) µm, the centre of the first vortex. On the midline the vortex extends from 0.64 to 2.24 µm. Its circulating current is 0.61% of \(P\), or 3.1 mW/m. The loop is weak beside the direct flow, but its sign is one that Fourier's law forbids.

The reversed flux is strongest near \(x=1.05\) µm. In units of \(10^4\) W/m², its two parts are

\[
q_y=\underbrace{-2.80}_{-\kappa\,\partial_yT}+\underbrace{2.19}_{V_y}=-0.60, \tag{21}
\]

where the sum uses unrounded parts. Fourier's law gives \(+3.84\) at the same point. The heat here flows down the local temperature gradient; it is the gradient that has reversed, and the viscous part opposes the return flow. This does not conflict with (8), which concerns the whole loop. One streamline, followed from \(x=1.54\) µm on the midline, crosses it again at 0.65 µm and closes after 3.24 µm. Its viscous circulation is 0.033 W/m, while the thermal part is about \(10^{-10}\) W/m, zero within numerical error. Since \(T\) returns to its starting value but is not constant along the loop, heat must run towards higher temperature on some other stretch.

The inward decay of the vorticity is visible too: the largest \(|\omega|\) on the midline is 2% of the largest value on the wall. By (9), both the screening and the lateral variation set by the contact width enter this decay, but here the second dominates: with the screening removed, \(\ell\gg W\), the ratio is already about 3%.

The temperature drop between the contact centres is 1.43 K, against 0.11 K under Fourier's law. The origin is (12). The thermal amplitude of each mode exceeds its Fourier value by the factor \(\alpha>1\), and for \(k\ell\gg1\) and \(ka\gg1\), where \(p-k\simeq1/(2k\ell^2)\), this factor grows as \(2k^2\ell^2\). Narrow contacts contain large \(k\) and pay most.

A drop of 1.43 K is 14% of the base temperature, and a conductivity varying as \(T^3\) would change by about 43% across it. That is too much for constant coefficients. The equations are linear, so at one tenth of the power the drop is 0.14 K and the change about 4%, while the vortex position and its percentage of \(P\) stay the same. The lower power is the one at which the model should be applied.

## How far the viscous law can be trusted

The dropped harmonics can be sized from (1). Add a transverse drive \(vSn_xe^{iKy}\) to its right side and let \(q\) be the amplitude of \(q_x\). By symmetry \(u=0\), and division by \(v\) gives \((1/\Lambda+iKn_y)e=n_x[3q/(v\Lambda_N)+S]\). Multiplying by \(vn_x\) after solving for \(e\), and averaging, gives

\[
q=\left(\frac{3q}{\Lambda_N}+vS\right)J,\qquad J=\left\langle\frac{n_x^2}{1/\Lambda+iKn_y}\right\rangle. \tag{22}
\]

At \(K=0\), \(J=\Lambda/3\) and the response is \(q_0=vS\Lambda_R/3\). Therefore

\[
\frac{q_0}{q}=\frac{\Lambda_R}{3}\left(\frac1J-\frac3{\Lambda_N}\right)\simeq1+\frac{\Lambda\Lambda_R}{5}K^2, \tag{23}
\]

where the last form uses \(J\simeq(\Lambda/3)(1-\Lambda^2K^2/5)\) and recovers \(\ell^2\). At \(K=\pi/W\) the kinetic value is 1.948 and the viscous law gives 1.968, 1% higher. Near the contacts the test is harsher, since \(\Lambda/2b=0.20\). At \(K=2\pi/2b\) the kinetic value is 13.2 and the viscous law gives 16.5, 25% higher, and the gap widens at larger \(K\). The temperature drop depends on such large wavenumbers, so 1.43 K is a result of the viscous law and not a reliable value for the kinetic equation (1).

Real walls may let heat slide along them. A simple slip condition is \(q_x=-\lambda\,\partial_yq_x\) at the upper wall, with the mirror form below. It changes \(f_k'(a)=0\) to \(f_k'(a)+\lambda f_k''(a)=0\), so in (12)

\[
t_k\to t_k+\lambda k^2,\qquad t_p\to t_p+\lambda p^2. \tag{24}
\]

With \(\lambda=\Lambda\), an order-of-magnitude choice, the centre moves out to 1.03 µm and the circulating current falls to 0.33% of \(P\). The vortex survives, at about half strength, and the temperature drop falls from 1.43 K to 0.95 K. Longer slip weakens the loop quickly: the circulating current is 0.058% of \(P\) at \(\lambda=0.5\) µm and 0.016% at \(\lambda=1\) µm. For free slip, \(\lambda\to\infty\), \(\alpha=1+k^2\ell^2\) and the slowest term, \(s=\pi/W\), has the sign of \(1-\pi^2\ell^2/W^2\). This is positive at \(W/\ell=3.19\), and the midline flux of this strip then no longer reverses.

Low-temperature conductivity measurements on SrTiO\(_3\) have been interpreted as phonon hydrodynamics, but the mean free paths here are chosen, not measured. By (17), with \(W=1\) µm, \(\Lambda_N=0.1\) µm and no slip, a vortex needs \(\Lambda_R\) above about 1.4 µm. For the contacts used here, defects that shorten it further would remove the loop in this model. The single speed is a coarse assumption: rough elastic constants of the cubic phase give longitudinal and transverse speeds differing by a factor of 1.6 along a cube axis, while the transverse speed varies by about 4% with direction. At 10 K the crystal is tetragonal, so these figures are only a guide. A soft optical mode, taken here at a round 2 meV or \(2.3\,k_BT\), adds carriers that (19) omits. Tetragonal domains and the top and bottom surfaces of a real film are also left out, and their effect is not sized here. The wavelength at energy \(2.8\,k_BT\) is 8.6 nm, small against the strip, so the particle picture holds in the bulk. Walls smooth on a scale below a nanometre would, however, reflect such phonons partly specularly, which lengthens the slip and weakens the loop. The computed percentages describe this model strip only.

## Values computed for the example and the checks

```
temperature                         10.0 K
phonon speed                        5.0 km/s
normal mean free path               0.10 um
resistive mean free path            5.00 um
combined mean free path             0.0980 um
strip width W                       1.00 um
full contact width 2b               0.50 um
heat current per depth              0.50 W/m
Debye heat capacity                 978 J/(m^3 K)
thermal conductivity                8.15 W/(m K)
viscous length ell                  0.3131 um
W/ell                               3.194
critical W/ell, no slip             6.089
critical W at this ell              1.907 um
reversal x/W at 0.9 critical W/ell  1.933
vortex centre x0                    0.8410 um
vortex inner edge on midline        0.6387 um
vortex outer edge on midline        2.2362 um
recirculating part of heat current  0.6143 %
recirculating heat current          3.0714 mW/m
midline flux at x=0, viscous law    8.0721e+05 W/m^2
midline flux at x=0, Fourier law    4.8828e+05 W/m^2
strongest reversed flux at x        1.045 um
  total flux there                  -6.0389e+03 W/m^2
  thermal part there                -2.7982e+04 W/m^2
  viscous part there                2.1943e+04 W/m^2
  Fourier-law flux there            3.8387e+04 W/m^2
largest vorticity midline/wall      0.0200
streamline start x                  1.5386 um
streamline other midline crossing   0.6464 um
streamline closing error            8.1e-09 um
streamline length                   3.240 um
circulation, viscous part           3.2774e-02 W/m
circulation, thermal part           1.8e-10 W/m
temperature drop, viscous law       1.4284 K
temperature drop, Fourier law       0.1093 K
neglected: path/W                   0.098
neglected: path/contact width       0.196
drag factor at K=pi/W, kinetic      1.9475
drag factor at K=pi/W, viscous law  1.9676
centre with slip length = path      1.0259 um
recirculating part with that slip   0.3295 %
temperature drop / temperature      14.28 %
kappa change if kappa ~ T^3         42.9 %
transverse speed ratio (rough)      1.04
long./transv. speed ratio (rough)   1.6
soft mode energy / kT (rough)       2.3
phonon wavelength at energy 2.8 kT  8.6 nm
```
